# Power-Law Resistance Drift from a Flat Distribution of Relaxation Barriers: test program

```python
"""Resistance drift of an amorphous film from a flat set of relaxation barriers.

Result under test: defects with annealing barrier E vanish at the rate
f0*exp(-E/(k*Ta)); their initial density g0 per unit energy is constant for
E_low < E < E_high. The conduction barrier is W = W0 + c*(annealed density),
and R = R_star*exp(W/(k*Tr)). Between the shortest and the longest annealing
time, R grows as t**nu with nu = c*g0*Ta/Tr.
Ta: ageing temperature, Tr: reading temperature, t: time since the quench.
Energies in eV, times in s, temperatures in K, densities in cm^-3.
"""
import numpy as np
from scipy.constants import k as boltzmann_J, e as charge_C
from scipy.integrate import solve_ivp
from scipy.special import exp1

kB = boltzmann_J / charge_C
E_low, E_high = 0.5, 1.5
g0 = 1.0e20
c = 1.0e-21
f0 = 1.0e13
W0 = 0.30
R_star = 10.0
T = 300.0
T_cold = 250.0
alpha = c * g0
kT = kB * T
gamma = np.euler_gamma

# Gauss-Legendre quadrature over the barrier energies
nodes, raw_weights = np.polynomial.legendre.leggauss(400)
E = E_low + 0.5 * (E_high - E_low) * (nodes + 1.0)
weights = 0.5 * (E_high - E_low) * raw_weights
flat = g0 * np.ones_like(E)


def annealed(t, Ta=T, density=flat):
    """Annealed density from the definition: a sum over barriers."""
    dose = f0 * t * np.exp(-E / (kB * Ta))
    return np.sum(weights * density * (-np.expm1(-dose)))


def barrier(t, Ta=T, density=flat):
    return W0 + c * annealed(t, Ta, density)


def log_resistance(t, Ta=T, Tr=T, density=flat):
    return np.log(R_star) + barrier(t, Ta, density) / (kB * Tr)


def local_exponent(t, Ta=T, Tr=T, density=flat, delay=0.0, h=0.01):
    """d ln R / d ln(clock time) by central difference."""
    up = log_resistance(t * np.exp(h) + delay, Ta, Tr, density)
    down = log_resistance(t * np.exp(-h) + delay, Ta, Tr, density)
    return (up - down) / (2.0 * h)


def Ein(u):
    return exp1(u) + np.log(u) + gamma


def annealed_formula(t):
    u_low = f0 * t * np.exp(-E_low / kT)
    u_high = f0 * t * np.exp(-E_high / kT)
    return g0 * kT * (Ein(u_low) - Ein(u_high))


def front(t):
    return kT * (np.log(f0 * t) + gamma)


t_short = np.exp(E_low / kT) / f0
t_long = np.exp(E_high / kT) / f0

# Closed form of the annealed density, also at the edges of the window
for t in (t_short, 1.0, 1.0e6, t_long):
    assert abs(annealed(t) / annealed_formula(t) - 1.0) < 1e-9

# Rate equations integrated in x = ln t for a set of separate barriers
n_levels = 100
level_width = (E_high - E_low) / n_levels
levels = E_low + level_width * (np.arange(n_levels) + 0.5)


def rates(x):
    return f0 * np.exp(x - levels / kT)


t_ode = 1.0e4
solution = solve_ivp(lambda x, q: -rates(x) * q,
                     (np.log(1.0e-9), np.log(t_ode)), np.ones(n_levels),
                     method="BDF", jac=lambda x, q: np.diag(-rates(x)),
                     rtol=1e-7, atol=1e-9)
assert solution.success
annealed_ode = g0 * level_width * np.sum(1.0 - solution.y[:, -1])
# tolerance set by the accumulated error of the stiff integrator
assert abs(annealed_ode / annealed_formula(t_ode) - 1.0) < 1e-4

# Exact local exponent, inside the window and where it fails
for t in (0.3 * t_short, t_short, 1.0, 1.0e6, t_long, 3.0 * t_long):
    predicted = alpha * (np.exp(-t / t_long) - np.exp(-t / t_short))
    assert abs(local_exponent(t) - predicted) < 3e-6

# Power law and absolute resistance inside the window
ratio = np.exp(log_resistance(1.0e6) - log_resistance(1.0))
ratio_law = (1.0e6) ** alpha
assert abs(ratio / ratio_law - 1.0) < 1e-6
for t in (1.0, 1.0e3, 1.0e6):
    R_law = (R_star * np.exp((W0 - alpha * E_low) / kT)
             * (np.exp(gamma) * f0 * t) ** alpha)
    assert abs(np.exp(log_resistance(t)) / R_law - 1.0) < 1e-6
    assert abs(annealed(t) / (g0 * (front(t) - E_low)) - 1.0) < 1e-6

# Early plateau and late saturation
log_R_initial = np.log(R_star) + W0 / kT
assert abs(log_resistance(1.0e-9) - log_R_initial) < 1e-4
saturation = np.exp(alpha * (E_high - E_low) / kT)
late_ratio = np.exp(log_resistance(1.0e16) - log_R_initial)
assert abs(late_ratio / saturation - 1.0) < 1e-6

# Times between which the exponent is within one per cent of alpha
t_one_percent_early = np.log(100.0) * t_short
t_one_percent_late = -np.log(0.99) * t_long
for t in (t_one_percent_early, t_one_percent_late):
    assert abs(local_exponent(t) / alpha - 0.99) < 1e-4

# Same exponent at any common temperature; scaled when read elsewhere
common = {}
for temperature in (250.0, 300.0, 350.0):
    common[temperature] = local_exponent(10.0, temperature, temperature)
    assert abs(common[temperature] - alpha) < 1e-5
nu_cold = local_exponent(10.0, T, T_cold)
assert abs(nu_cold - alpha * T / T_cold) < 1e-5

# A cold read of 1 s after ageing for 1 s must add almost no annealing
dose_age = f0 * np.exp(-E / kT)
dose_read = f0 * np.exp(-E / (kB * T_cold))
extra = alpha * np.sum(weights * np.exp(-dose_age) * (-np.expm1(-dose_read)))
shift_decade = barrier(10.0) - barrier(1.0)
assert abs(shift_decade / (alpha * kT * np.log(10.0)) - 1.0) < 1e-6
assert extra < 0.01 * shift_decade

# Energy window that anneals at a given time: area, mean and variance
t_mid = 1.0e3
u = f0 * t_mid * np.exp(-E / kT)
kernel = u * np.exp(-u) / kT
area = np.sum(weights * kernel)
mean = np.sum(weights * kernel * E)
spread = np.sqrt(np.sum(weights * kernel * (E - mean) ** 2))
assert abs(area - 1.0) < 1e-6
assert abs(mean - front(t_mid)) < 1e-6
assert abs(spread / (np.pi * kT / np.sqrt(6.0)) - 1.0) < 1e-5

# A sloping density makes the exponent follow the annealing front
slope = 0.5
E_ref = 1.0
sloping = g0 * (1.0 + slope * (E - E_ref))
nu_slope = {}
for t in (1.0, 1.0e6):
    nu_slope[t] = local_exponent(t, density=sloping)
    predicted = alpha * (1.0 + slope * (front(t) - E_ref))
    assert abs(nu_slope[t] - predicted) < 1e-6

# A clock started after the quench lowers the apparent exponent
delay = 1.0
nu_delay = {}
for s in (1.0, 100.0):
    nu_delay[s] = local_exponent(s, delay=delay)
    assert abs(nu_delay[s] - alpha * s / (s + delay)) < 3e-6

print(f"lowest, highest annealing barrier: {E_low:.2f}, {E_high:.2f} eV")
print(f"defect density per energy g0: {g0:.2e} cm^-3 eV^-1")
print(f"barrier rise per annealed density c: {c:.2e} eV cm^3")
print(f"attempt rate f0: {f0:.2e} s^-1")
print(f"initial conduction barrier W0: {W0:.3f} eV")
print(f"resistance prefactor R*: {R_star:.1f} ohm")
print(f"temperature: {T:.1f} K; kT: {kT:.6f} eV")
print(f"alpha = c*g0: {alpha:.4f} (no unit)")
print(f"initial resistance: {np.exp(log_R_initial):.4e} ohm")
print(f"shortest annealing time t1: {t_short:.3e} s")
print(f"longest annealing time t2: {t_long:.3e} s")
print(f"exponent within 1% from: {t_one_percent_early:.3e} s")
print(f"exponent within 1% until: {t_one_percent_late:.3e} s")
print("time s | front eV | annealed cm^-3 | barrier eV | R ohm")
for t in (1.0, 1.0e2, 1.0e4, 1.0e6):
    print(f"{t:.0e} | {front(t):.4f} | {annealed(t):.4e} | "
          f"{barrier(t):.5f} | {np.exp(log_resistance(t)):.4e}")
print(f"annealed at 1e4 s, rate equations: {annealed_ode:.4e} cm^-3")
print(f"barrier rise per decade: {1e3 * shift_decade:.4f} meV")
print(f"R(1e6 s)/R(1 s), barrier sum: {ratio:.5f}")
print(f"R(1e6 s)/R(1 s), power law: {ratio_law:.5f}")
print(f"local exponent at t1: {local_exponent(t_short):.5f}")
print(f"local exponent at 1 s: {local_exponent(1.0):.5f}")
print(f"local exponent at t2: {local_exponent(t_long):.5f}")
print(f"saturated R / initial R: {saturation:.3f}")
for temperature, value in common.items():
    print(f"exponent, aged and read at {temperature:.0f} K: {value:.5f}")
print(f"exponent, aged 300 K, read {T_cold:.0f} K: {nu_cold:.5f}")
print(f"barrier rise during 1 s cold read: {1e3 * extra:.5f} meV")
print(f"annealing window at 1e3 s, mean: {mean:.4f} eV")
print(f"annealing window, standard deviation: {spread:.5f} eV")
print(f"relative density slope: {slope:.2f} eV^-1 about {E_ref:.2f} eV")
print(f"sloping density, exponent at 1 s: {nu_slope[1.0]:.5f}")
print(f"sloping density, exponent at 1e6 s: {nu_slope[1.0e6]:.5f}")
print(f"clock delay: {delay:.1f} s")
print(f"delayed clock, exponent at 1 s: {nu_delay[1.0]:.5f}")
print(f"delayed clock, exponent at 100 s: {nu_delay[100.0]:.5f}")
print("tests ok")
```

Running it gives:

```
lowest, highest annealing barrier: 0.50, 1.50 eV
defect density per energy g0: 1.00e+20 cm^-3 eV^-1
barrier rise per annealed density c: 1.00e-21 eV cm^3
attempt rate f0: 1.00e+13 s^-1
initial conduction barrier W0: 0.300 eV
resistance prefactor R*: 10.0 ohm
temperature: 300.0 K; kT: 0.025852 eV
alpha = c*g0: 0.1000 (no unit)
initial resistance: 1.0959e+06 ohm
shortest annealing time t1: 2.510e-05 s
longest annealing time t2: 1.581e+12 s
exponent within 1% from: 1.156e-04 s
exponent within 1% until: 1.589e+10 s
time s | front eV | annealed cm^-3 | barrier eV | R ohm
1e+00 | 0.7888 | 2.8877e+19 | 0.32888 | 3.3488e+06
1e+02 | 0.9078 | 4.0782e+19 | 0.34078 | 5.3074e+06
1e+04 | 1.0269 | 5.2687e+19 | 0.35269 | 8.4117e+06
1e+06 | 1.1459 | 6.4592e+19 | 0.36459 | 1.3332e+07
annealed at 1e4 s, rate equations: 5.2687e+19 cm^-3
barrier rise per decade: 5.9526 meV
R(1e6 s)/R(1 s), barrier sum: 3.98107
R(1e6 s)/R(1 s), power law: 3.98107
local exponent at t1: 0.06321
local exponent at 1 s: 0.10000
local exponent at t2: 0.03679
saturated R / initial R: 47.855
exponent, aged and read at 250 K: 0.10000
exponent, aged and read at 300 K: 0.10000
exponent, aged and read at 350 K: 0.10000
exponent, aged 300 K, read 250 K: 0.12000
barrier rise during 1 s cold read: 0.00595 meV
annealing window at 1e3 s, mean: 0.9673 eV
annealing window, standard deviation: 0.03316 eV
relative density slope: 0.50 eV^-1 about 1.00 eV
sloping density, exponent at 1 s: 0.08944
sloping density, exponent at 1e6 s: 0.10730
clock delay: 1.0 s
delayed clock, exponent at 1 s: 0.05000
delayed clock, exponent at 100 s: 0.09901
tests ok
```
